\section*{Why adiabatic DFPT misses the doping shift of the graphene G mode, part 2}

We study how doping shifts the graphene G mode in a nearest-neighbour model, in Hartree atomic units with $k_B=1$. Hopping $t$ has logarithmic slope $-\beta$ in bond length $b$; $A$ is the cell area, $M$ the carbon mass, $\mu$ the chemical potential, $\omega_0$ the adiabatic frequency and $z=\omega+i\eta$. The sublattice displacement $\mathbf u$ moves each Dirac cone by $\mathbf q_0\perp\mathbf u$; $v=3tb/2$ is the cone velocity and $D=3\beta t/(2b)$ the screened coupling.

With bare potential $w$, kernel $K$, $w_a=(1-K\chi_a)^{-1}w$ and $\Delta\chi=\chi_b-\chi_a$, the response part $\Pi$ of the force constant obeys
\begin{equation}
\Pi_b-\Pi_a=w_a^{T}\,\Delta\chi\,w_a+O(\Delta\chi^2).
\label{eq:var}
\end{equation}
The independent-particle response is
\begin{equation}
\chi(\mathbf q,z)=4\!\int\!\frac{d^2k}{(2\pi)^2}\sum_{nm}\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}+z}\,|\langle m\mathbf k+\mathbf q|\sigma_x|n\mathbf k\rangle|^2 .
\label{eq:chi}
\end{equation}
The frequency obeys
\begin{equation}
\omega^2=\omega_0^2+2\omega_0\alpha F(\omega),\quad F=\pi v^2(\chi-\chi_{\rm ad}),\quad\alpha=\frac{AD^2}{\pi M\omega_0v^2},
\label{eq:pole}
\end{equation}
so to first order $\Delta\omega=\alpha F(\omega_0)$. At $T=0$ and $q=0$,
\begin{equation}
\mathrm{Re}F=|\mu|+\frac\omega4\ln\Big|\frac{\omega-2|\mu|}{\omega+2|\mu|}\Big|,\qquad\mathrm{Im}F=-\frac{\pi\omega}4\Theta(\omega-2|\mu|).
\label{eq:F}
\end{equation}
$\mathrm{Re}F$ dips at $2|\mu|=\omega$ and changes sign at $2|\mu|/\omega=x^*=\coth x^*=1.1997$.

Let $f(x)=1/(e^{x/T}+1)$ and $n(\varepsilon)=f(\varepsilon-\mu)+f(\varepsilon+\mu)$. In $\pi v^2\chi$, doping changes the static interband term by $+L$ and the intraband ($n=m$) term by $-L$, with $L=2T\ln(2\cosh\frac{\mu}{2T})$. They cancel up to a lattice residue:
\begin{equation}
\pi v^2[\chi_{\rm ad}(\mu)-\chi_{\rm ad}(0)]=-\tfrac49(\mu/t)^2|\mu|\qquad(T=0).
\label{eq:res}
\end{equation}
The full width at half maximum is
\begin{equation}
\gamma=\frac{\pi\alpha\omega_0}2\Big[f\Big(-\frac{\omega_0}2-\mu\Big)-f\Big(\frac{\omega_0}2-\mu\Big)\Big].
\end{equation}

For $s=vq/\omega<1$, $I=(1-s^2)^{-1/2}$, density of states $g=2|\mu|/(\pi v^2)$ and $c=\cos\theta$ ($\theta$ the angle of $\mathbf k$ from $\mathbf q$),
\begin{align}
\mathbf q\parallel\mathbf q_0:&\quad\chi_{\rm intra}=g\Big[\frac{I-1}{s^2}-\frac12\Big]\to\frac38gs^2,\\
\mathbf q\perp\mathbf q_0:&\quad\chi_{\rm intra}=g\Big[I-\frac{I-1}{s^2}-\frac12\Big]\to\frac18gs^2 .
\end{align}
These carry the angular weights $c^2$ and $1-c^2$; the static value is $-g/2$.

\subsection{Temperature}

Since $n(\varepsilon)=\int d\mu'\,W(\mu'-\mu)\,\Theta(|\mu'|-\varepsilon)$ with $W=-f'=\mathrm{sech}^2(\cdot/2T)/4T$, and $F$ is linear in $n$, $F(\mu,T)$ is the average of Eq.~(\ref{eq:F}) over $W$. At $\mu=\omega/2$ and $T\ll\omega$, set $\mu'=\omega/2+2Ty$; the linear term averages to $\omega/2$, the denominator is $2\omega$, and the numerator is $4T|y|$. Expanding $\mathrm{sech}^2y=4\sum_m(-1)^{m-1}me^{-2my}$ gives $\int_0^\infty y^p\mathrm{sech}^2y\,dy=2^{1-p}\Gamma(p+1)\eta(p)$ with the Dirichlet eta function. Its logarithmic derivative at $p=0$, with $\eta(0)=\frac12$, $\eta'(0)=\frac12\ln(\pi/2)$ and $\Gamma'(1)=-\gamma_E$, is $\langle\ln|y|\rangle=\ln(\pi/4)-\gamma_E$. Therefore
\begin{equation}
\mathrm{Re}F\Big(\frac\omega2,T\Big)\simeq\frac\omega2+\frac\omega4\ln\frac{\pi Te^{-\gamma_E}}{2\omega}.
\label{eq:dip}
\end{equation}

\subsection{How large}

The example takes round parameters of roughly the size found in graphene, $t=0.1$ Ha, $b=2.7$ bohr, $\beta=2$, $\omega_0=0.0072$ Ha and $M=12$ u $=21874.7$; it is a model, not a DFT calculation. DFT couplings for graphene correspond to $\alpha\approx4.4\times10^{-3}$ and an unblocked width near $11$ cm$^{-1}$, so the shifts and widths below are about a third smaller than in the real material. Then $v=1.5\times0.1\times2.7=0.405$, $D=3\times2\times0.1/(2\times2.7)=0.1111$ Ha/bohr, $D/v=0.27435$ bohr$^{-2}$, $A=(3\sqrt3/2)b^2=18.94$ bohr$^2$, and
\begin{equation}
\alpha=\frac{18.94\times0.27435^2}{\pi\times21874.7\times0.0072}=2.88\times10^{-3}.
\end{equation}
At $\mu=0.01$ Ha, or $3.7\times10^{-3}$ electrons per cell, the two static terms are $\pm\alpha\mu=\pm2.88\times10^{-5}$ Ha $=\pm6.32$ cm$^{-1}$, and Eq.~(\ref{eq:res}) leaves $-0.028$ cm$^{-1}$ for hoppings linear in $u$. The argument of the logarithm is $0.0128/0.0272=0.4706$, the logarithmic term is $0.0018\ln0.4706=-1.357\times10^{-3}$ Ha, $F=8.643\times10^{-3}$ Ha, and $\Delta\omega=2.490\times10^{-5}$ Ha $=5.47$ cm$^{-1}$. Solving Eq.~(\ref{eq:pole}) for $\omega$ gives $2.483\times10^{-5}$ Ha, lower by $0.3\%$ of the shift, of order $\alpha$. The sign change lies at $x^*\omega_0/2=4.32\times10^{-3}$ Ha, and the unblocked width is $7.15$ cm$^{-1}$.

Sums over a $900\times900$ grid of the honeycomb zone at $\mu=0.01$ Ha, $T=0.001$ Ha test the Dirac results, quoted as $\pi v^2\chi$. A frozen phonon with relaxed occupations changes from $\mu=0$ by $-4.87\times10^{-5}$ Ha, against $-4.84\times10^{-5}$ Ha from the finite-$T$ form of Eq.~(\ref{eq:res}), in which $|\mu|^3$ is replaced by the average of $|\mu'|^3$ over $W$ at $\mu$ minus the same average at $\mu=0$. Frozen minus relaxed occupations, which is minus the intraband term, gives $1.0049\times10^{-2}$ Ha against $L=1.0000\times10^{-2}$ Ha. The dynamic change at $\eta=0.002$ Ha agrees with the Dirac value in all five printed digits, better than the relative $(\mu/t)^2=0.01$ of a generic lattice correction. The numbers are consistent with one another: the intraband excess, $4.9\times10^{-5}$ Ha, matches the adiabatic residue to about $1\%$ of the latter, which leaves almost no lattice correction for the static interband change, and the dynamic term integrates the same interband weight with a different energy denominator.

At $T=10^{-4}$ Ha ($32$ K) the shift at $\mu=\omega_0/2$ is $-2.73$ cm$^{-1}$, and Eq.~(\ref{eq:dip}) gives the same value. At $T=10^{-3}$ Ha ($316$ K) the shift at $\mu=\omega_0/2$ is $-0.075$ cm$^{-1}$, whereas Eq.~(\ref{eq:dip}) gives $-0.113$ cm$^{-1}$: the two terms nearly cancel, so the neglected corrections in $T/\omega$ are no longer small against their sum. The minimum, $-0.31$ cm$^{-1}$, has moved down to about $\mu=0.0025$ Ha (the lowest tabulated value is $-0.29$ cm$^{-1}$ at $\mu=0.002$ Ha), and the undoped shift is $-0.15$ cm$^{-1}$. Both follow from the average over $W$: Eq.~(\ref{eq:F}) is negative for $|\mu'|<4.32\times10^{-3}$ Ha and positive beyond, so a window a few $T$ wide collects negative values at $\mu=0$ and reaches the positive side at $\mu=\omega_0/2$. The stiffening barely changes, $5.42$ against $5.47$ cm$^{-1}$ at $\mu=0.01$ Ha, and the width still marks the threshold, with $6.77$, $3.57$ and $0.01$ cm$^{-1}$ at $\mu=0$, $0.0036$ and $0.01$ Ha. The numerical output lists the full table.

\subsection{Where the result fails}

Collisions let occupations move between $\mathbf k$ points. In a relaxation-time model the Fermi-surface distortion obeys $\dot{\delta f}=-\Gamma(\delta f-\delta f_{\rm eq})$, where $\delta f_{\rm eq}\propto e^{-i\omega t}$ is the adiabatic one, so $\delta f=\delta f_{\rm eq}\Gamma/(\Gamma-i\omega)$. The real part restores the fraction $\Gamma^2/(\Gamma^2+\omega^2)$ of the intraband term: $0.01$, $0.5$ and $0.99$ at $\Gamma/\omega=0.1$, $1$ and $10$. Within this model the adiabatic intraband term needs $\Gamma\gg\omega$.

A finite wave vector matters through $s$. The largest momentum that $500$ nm light in vacuum transfers, $q=4\pi/(500\text{ nm})=1.33\times10^{-3}$ bohr$^{-1}$, gives $s=0.0748$ and intraband terms of $+4.2\times10^{-3}$ and $+1.4\times10^{-3}$ times the magnitude of the static one, with the opposite sign. As $s\to1$ the form for $\mathbf q\parallel\mathbf q_0$ diverges like $I$, while the form for $\mathbf q\perp\mathbf q_0$ equals $g[(1-\sqrt{1-s^2})/s^2-\frac12]$ and tends to $g/2$, because the factor $1-c^2$ vanishes at the pole. The interband edge also moves: a final state with $v|\mathbf k+\mathbf q|\ge\mu$ allows $vk\ge\mu-vq$, so the onset is $2\mu-vq$, and the $q=0$ logarithm does not hold for $|\omega-2\mu|\lesssim vq$. The correction extends further: for the $s$ above, at $|\omega-2\mu|=2vq$ the interband and intraband changes together still lower $F/\omega$ by about $0.008$ for $\mathbf q\parallel\mathbf q_0$ and $0.024$ for $\mathbf q\perp\mathbf q_0$.

Setting $\omega=\omega_0$ in $F$ needs $\alpha|\partial F/\partial\omega|\ll1$. Near the dip at $T=0$ the derivative is about $\omega/[4(\omega-2|\mu|)]$, so the relative error is about $a/|\omega_0-2|\mu||$ with $a=\alpha\omega_0/4$, some $10\%$ at a distance $10a$. The expansion about $\omega_0$ also needs the shift to be small against the distance to the edge. Near the dip the shift is $a$ times a logarithm, about $4a$ at a distance $5a$ for the present $\alpha$, so the step fails within several $a$ of the dip. The divergence belongs to this step: at $2|\mu|=\omega_0$ and $T=0$, Eq.~(\ref{eq:pole}) has a real root $\omega_0-\delta$ below the edge with $\delta\simeq-a[2+\ln(\delta/2\omega_0)]$, that is $\delta=4.4a=5.0$ cm$^{-1}$. The model leaves out the change of lattice constant with doping, anharmonicity, disorder broadening of the interband edge, and many-body renormalization of $v$ and $D$.

\subsection{What to do in a calculation}

A static DFPT or frozen-phonon run with relaxed occupations yields $\omega_0(\mu)$, including the slower doping dependences outside the Dirac model. By Eq.~(\ref{eq:var}) the correction needs no new self-consistency at first order in $\Delta\chi$: evaluate the band sum of Eq.~(\ref{eq:chi}) with the statically screened matrix elements on both vertices, once at $z=\omega_0+i\eta$ without the $n=m$ term and once at $z=0$ with it, and add the difference to the force constant.

Deleting the intraband term from a static calculation is not enough. It gives $\alpha L$, which is $6.32$ cm$^{-1}$ at $\mu=0.01$ Ha, $16\%$ above the dynamic value, and is positive for all $\mu\ne0$, so it has the wrong sign below $x^*\omega_0/2$ at $T=0$. The smearing in the band sum should be the physical temperature, because Eq.~(\ref{eq:dip}) makes the dip depend on $\ln T$, and the grid must resolve energies $T$ and $\eta$ on the cones. Near the dip the broadening must satisfy $\eta\ll T$, because $\eta$ fills the dip. At zero doping the term $-i\pi z/4$ in $F$ adds $\alpha\pi\eta/4$ to the shift, which must lie below the accuracy wanted even when $\eta\ll T$; thermal carriers raise the total effect of $\eta$ by about $10\%$ at $T=10^{-3}$ Ha and cut it to somewhat over a third at $T=10^{-2}$ Ha. Well above the dip the broadening matters less: at $\mu=0.01$ Ha and $T=10^{-4}$ Ha, $\eta=0.002$ Ha changes the shift by only $0.08$ cm$^{-1}$. At $T=10^{-4}$ Ha the shift at $\mu=\omega_0/2$ goes from $-2.73$ cm$^{-1}$ to $-2.31$ cm$^{-1}$ for $\eta=10^{-4}$ Ha and to $+0.58$ cm$^{-1}$ for $\eta=0.002$ Ha. One constant controls both observables in this model, which gives a check on an implementation: the slope with $|\mu|$ of the nonadiabatic correction, excluding the doping dependence of $\omega_0(\mu)$ itself, tends to $\alpha$ for $\omega_0/2\ll|\mu|\ll t$, and the unblocked width is $\pi\alpha\omega_0/2$.

\section*{Computed values}
\begin{verbatim}
t = 0.1 Ha, b = 2.7 bohr, beta = 2.0, w0 = 0.0072 Ha = 1580.2 cm^-1
M = 21874.7 m_e, A = 18.9400 bohr^2
v = 0.4050 a.u., D = 0.11111 Ha/bohr, D/v = 0.27435 bohr^-2
1/(pi v^2) = 1.94062 a.u., alpha = 2.8811e-03
angular averages: intraband 0.5000, interband 0.5000
budget at mu = 0.01 Ha, T = 0:
 density = 1.9406e-04 bohr^-2 = 3.6755e-03 e/cell; DOS = 0.03881 /(Ha bohr^2)
 static interband shift = +2.8811e-05 Ha = +6.323 cm^-1
 static intraband shift = -2.8811e-05 Ha = -6.323 cm^-1
 log argument = 0.47059, log term of F = -1.35679e-03 Ha
 F = 8.64321e-03 Ha; dynamic shift = +2.4902e-05 Ha = +5.465 cm^-1
 pole-equation shift = +2.4831e-05 Ha
 lattice adiabatic residue, -(4/9)(mu/t)^2 mu alpha = -1.280e-07 Ha = -0.0281 cm^-1
lattice 900x900, mu = 0.01 Ha, kT = 0.001 Ha (pi v^2 chi, Ha):
 adiabatic change from mu=0: zone sum -4.8719e-05, formula -4.8350e-05
 frozen minus relaxed occupations: zone sum 1.00492e-02, Dirac 1.00001e-02
 dynamic change at eta = 0.002 Ha: zone 7.2343e-03+4.5583e-03i, Dirac 7.2343e-03+4.5583e-03i
dip at mu = 0.0036 Ha; x* = 1.19968; zero crossing mu = 4.31884e-03 Ha
kT = 1e-4 Ha = 31.6 K; kT = 1e-3 Ha = 315.8 K
dynamic shift (cm^-1): mu(Ha), kT=0, kT=1e-4, kT=1e-3
 0.0000  +0.000  -0.000  -0.149
 0.0020  -0.161  -0.168  -0.288
 0.0030  -0.832  -0.897  -0.265
 0.0036  diverges  -2.734  -0.075
 0.0040  -0.822  -0.967  +0.151
 0.0050  +1.096  +1.086  +0.997
 0.0100  +5.465  +5.465  +5.419
 0.0150  +8.928  +8.928  +8.918
low-T dip formula, kT = 0.0001: F = -4.3241e-03 Ha, shift = -2.734 cm^-1
low-T dip formula, kT = 0.001: F = -1.7949e-04 Ha, shift = -0.113 cm^-1
FWHM unblocked = 3.2585e-05 Ha = 7.152 cm^-1
FWHM at mu = 0.0000 Ha, kT = 1e-3 Ha: 6.771 cm^-1
FWHM at mu = 0.0036 Ha, kT = 1e-3 Ha: 3.570 cm^-1
FWHM at mu = 0.0100 Ha, kT = 1e-3 Ha: 0.012 cm^-1
q = 4pi/(500 nm) = 1.3300e-03 bohr^-1, s = 0.0748
intraband / |static intraband| at this q: parallel +4.22e-03, perpendicular +1.40e-03
restored intraband fraction at Gamma/w = 0.1: 0.0099
restored intraband fraction at Gamma/w = 1.0: 0.5000
restored intraband fraction at Gamma/w = 10.0: 0.9901
\end{verbatim}
